Closed-Form Exposure of a Bleaching Resist without Residual Absorption

**The decision: frozen or evolving absorption**

To calculate the exposure of a bleachable resist, one must decide whether the absorption may be held at its initial value. If it may, the light at every depth follows from one exponential, and the local dose is that exponential times the incident dose. If it may not, the absorber and the light must be followed together, because each changes the other. When the photoproduct and the matrix are transparent, the coupled problem has a closed solution. It supplies both the answer and a criterion for the simpler estimate.

**The model and its two coefficients**

Let z be the depth below the top of a film that occupies 0 ≤ z ≤ d. Light of one wavelength travels towards increasing z at normal incidence. Reflection inside the film is neglected, so there is a single forward beam and no standing wave. The intensity I(z,t) is energy per area and time, and I₀ is its value just inside the top surface. The lamp is constant at first.

The film initially contains n absorbers per volume, uniformly distributed. At a later time the density is nM(z,t), where M is the remaining fraction. Each absorber has cross-section σ. An absorbed photon of energy hν converts it to a transparent product with probability φ, the quantum yield; otherwise the absorber returns to its initial state. We assume weak excitation, so that the excited population is negligible, and no diffusion, thermal reaction or recovery of the product.

The photon flux is I/(hν). A slab of thickness dz presents the absorbing area σnM dz per unit area of film, so it removes that fraction of the beam:

dI = −σnM I dz.

Each remaining absorber takes up photons at the rate σI/(hν), and a fraction φ of these events destroys it:

∂M/∂t = −φσ I M/(hν).

With the definitions

A = nσ,  C = φσ/(hν),  (1)

these balances become the Dill equations for zero residual absorption:

∂I/∂z = −A M I,  (2)

∂M/∂t = −C I M.  (3)

The conditions at the top surface and at the start are

I(0,t) = I₀,  M(z,0) = 1.  (4)

Equation (2) has no time derivative because the transit time of light through the film is neglected: the intensity adjusts at once to the current absorber profile. The general Dill model has a further absorption coefficient B, which does not bleach. Here B = 0.

Laboratory units are natural for this problem. Depth is in µm, A in µm⁻¹, dose in mJ/cm² and C in cm²/mJ, so that Az and C times a dose are pure numbers.

**Reduction to one equation for the local dose**

The incident dose is D = I₀t. The dose that has reached depth z is

E(z,t) = ∫₀ᵗ I(z,t′) dt′,  E(0,t) = D.  (5)

At fixed depth, divide (3) by M and integrate from 0 to t. The left side gives ln M(z,t) − ln 1, and the right side gives −CE. Therefore

M = exp(−CE).  (6)

The remaining absorber at a point thus depends on the dose received there, not on the order in which the light arrived.

Next integrate (2) over time at fixed depth. The depth derivative may be taken outside the time integral for a smooth solution, so

∂E/∂z = −A ∫₀ᵗ M I dt′.

Equation (3) says that MI = −(1/C) ∂M/∂t′. Inserting this changes the sign and makes the integrand a total time derivative:

∂E/∂z = (A/C) ∫₀ᵗ (∂M/∂t′) dt′ = (A/C)[M(z,t) − 1].

With (6), this becomes

∂E/∂z = −(A/C)[1 − exp(−CE)].  (7)

Time now enters through the surface value E = D alone. The two coupled partial differential equations have become one ordinary differential equation in depth.

To linearize it, define

u = exp(CE) − 1.  (8)

The chain rule and (7) give

∂u/∂z = C exp(CE) ∂E/∂z
= −A exp(CE)[1 − exp(−CE)]
= −A[exp(CE) − 1]
= −Au.

The surface value is u(0,t) = exp(CD) − 1, and hence

exp(CE) − 1 = [exp(CD) − 1] exp(−Az).  (9)

The quantity exp(CE) − 1 decays with the initial absorption coefficient at every dose, although the intensity generally does not. Solving (9) for the local dose gives

E = (1/C) ln{1 + [exp(CD) − 1] exp(−Az)}.  (10)

**Intensity and absorber concentration**

For brevity, write

p = [exp(CD) − 1] exp(−Az).  (11)

Equations (6) and (10) give the absorber fraction immediately:

M = 1/(1 + p).  (12)

The intensity is the time derivative of E. Since dD/dt = I₀, we have ∂p/∂t = CI₀ exp(CD − Az), and therefore

I = (1/C)(∂p/∂t)/(1 + p)
= I₀ exp(CD − Az)/(1 + p).  (13)

Multiply numerator and denominator by exp(Az − CD). The numerator becomes I₀. The denominator becomes

exp(Az − CD) + 1 − exp(−CD) = 1 + exp(−CD)[exp(Az) − 1].

With

q = exp(−CD)[exp(Az) − 1],  (14)

the intensity is

I = I₀/(1 + q).  (15)

Substitution confirms that the original equations are satisfied. From (12), ∂M/∂t = −(∂p/∂t)/(1 + p)². Using ∂p/∂t = CI₀ exp(CD − Az), this is −C times the product of (13) and (12), which is (3). For the depth equation, ∂q/∂z = A exp(Az − CD), so

∂I/∂z = −A I exp(Az − CD)/(1 + q).

Multiplying numerator and denominator of (12) by exp(Az − CD) shows that M = exp(Az − CD)/(1 + q). The right side is therefore −AMI, as (2) requires. At z = 0, q = 0 and I = I₀; at D = 0, p = 0 and M = 1. Both conditions in (4) hold.

For D > 0 there is also a direct relation between the two fields. Equation (12) gives 1 − M = p/(1 + p). Division by 1 − exp(−CD) turns p into exp(CD − Az), because exp(CD) − 1 = exp(CD)[1 − exp(−CD)]. Comparison with (13) gives

I/I₀ = (1 − M)/[1 − exp(−CD)].  (16)

At large CD, the transmitted fraction at a given depth thus approaches the converted fraction there.

If the lamp varies, let its intensity be I₀(t) and define D = ∫₀ᵗ I₀(t′) dt′. Equations (5)–(12) are unchanged. In (13), dD/dt is now I₀(t), so (15) holds with the current lamp intensity in its numerator. Both M and I/I₀(t) depend on accumulated dose alone within this model. A numerical test with a linearly rising lamp gave the same profiles as a constant lamp at equal dose.

**The start: Beer-Lambert decay**

At D = 0, (14) gives q = exp(Az) − 1, and (15) becomes

I = I₀ exp(−Az).  (17)

This is the Beer-Lambert law of the unbleached film. To see how it begins to fail, let T = I(d,t)/I₀ be the transmittance at the back face. It is an intensity ratio inside the film and excludes losses at external interfaces. At z = d, q is proportional to exp(−CD), so dq/dD = −Cq. Differentiating T = 1/(1 + q) gives

dT/dD = Cq/(1 + q)² = C T(1 − T),  (18)

where the last step uses 1 − T = q/(1 + q). This is a logistic equation, valid at every dose. Its initial value is T₀ = exp(−Ad), and its initial slope is CT₀(1 − T₀). For B = 0, a transmittance curve therefore yields A from its starting value, if d is known, and C from its starting slope. With residual absorption the same recipe returns A + B and CA/(A + B) instead; for A = 0.80 µm⁻¹ and B = 0.10 µm⁻¹ the apparent C is 11% too low.

The right side of (18) is largest at T = 1/2. A film with T₀ < 1/2 therefore clears at an increasing rate until half the light passes, and then at a decreasing rate. If T₀ > 1/2, the rate decreases from the start.

The same slope tells us when absorption may be frozen. To first order in dose, T ≈ T₀ + CT₀(1 − T₀)D. Integrating over the incident dose gives the dose at the back face:

E(d) ≈ T₀D[1 + CD(1 − T₀)/2].  (19)

The frozen estimate is T₀D. It is adequate when CD(1 − T₀)/2 is much less than one. This condition is sufficient but not necessary. Since E(d) ≤ D, the true back-face dose never exceeds the frozen estimate by more than the fraction 1/T₀ − 1. A weakly absorbing film may therefore keep the frozen estimate of the back-face dose at every exposure: for Ad = 0.05 the excess stays below about 5%, however large CD becomes.

**Large dose: transparency at fixed depth**

At fixed z, exp(−CD) tends to zero as D grows. Then q → 0 and I → I₀. From (15), the missing fraction is

1 − I/I₀ = q/(1 + q) ≈ exp(−CD)[exp(Az) − 1].  (20)

The approximation exceeds the true missing fraction by a relative amount q, since q divided by q/(1 + q) is 1 + q.

The dose for a prescribed back-face transmittance T ≥ T₀ needs no approximation. Equation (15) gives q = (1 − T)/T. Equating this to exp(−CD)[exp(Ad) − 1] and taking the logarithm gives

D_T = (1/C) ln{[T/(1 − T)][exp(Ad) − 1]}.  (21)

For an optically thick film, exp(Ad) is much larger than one and D_T ≈ Ad/C + (1/C) ln[T/(1 − T)]. The required dose then grows linearly with thickness. A dose that clears a thin film can leave a thick one dark, so “large dose” means q ≪ 1 at the depth concerned, not merely CD ≫ 1.

**The bleaching front**

The second limit, great depth at fixed dose, shows why this distinction matters. Let z_h be the depth at which M = 1/2. By (12), p = 1 there, and (11) gives

z_h = (1/A) ln[exp(CD) − 1].  (22)

This depth is non-negative for CD ≥ ln 2. It lies inside the film until it reaches d. Using (22) to eliminate the dose from p yields

M = 1/{1 + exp[−A(z − z_h)]}.  (23)

The absorber profile keeps its shape as it moves, and its width is set by 1/A: by (23), M rises from 0.1 to 0.9 over the distance 2 ln 9/A ≈ 4.4/A. A distinct front is therefore seen only in a film with Ad well above 4. More dose shifts the transition deeper but does not sharpen it. For a constant lamp, differentiation of (22) gives the speed

dz_h/dt = (CI₀/A)/[1 − exp(−CD)],  (24)

which falls towards CI₀/A as CD grows.

Far ahead of the front, p ≪ 1 and M is close to one. Equation (13) then gives

I ≈ I₀ exp(CD − Az).  (25)

The Beer-Lambert slope survives there, while the prefactor has grown by exp(CD). The light has crossed a bleached layer before entering nearly fresh absorber. Equation (25) overestimates the intensity by a relative amount p.

**Where the energy goes**

Integrating (7) from 0 to d and using (6) gives the energy removed from the beam per unit area:

D − E(d) = (A/C) ∫₀ᵈ (1 − M) dz.  (26)

When all absorbers have been converted, the integral equals d and the absorbed energy reaches its limit Ad/C. By (1), this limit is ndhν/φ: there are nd absorbers per area, and each needs on average 1/φ absorbed photons. Once this finite stock is spent, further light passes through. At late times the back-face dose is therefore approximately D − Ad/C, with the same slope in D as the incident dose.

**A worked film**

Take the round model parameters A = 0.80 µm⁻¹, C = 0.020 cm²/mJ, d = 1.50 µm and I₀ = 100 mW/cm². They do not represent a named resist. The optical depth is Ad = 0.80 × 1.50 = 1.20, so initially

T₀ = exp(−1.20) = 0.301.

At D = 100 mJ/cm², which takes 1 s, CD = 2. Equation (15) gives

T = 1/{1 + exp(−2)[exp(1.20) − 1]} = 0.761.

The other back-face values follow in the same way:

D = 50 mJ/cm²: T = 0.540, M = 0.659
D = 100 mJ/cm²: T = 0.761, M = 0.342
D = 200 mJ/cm²: T = 0.959, M = 0.058
D = 400 mJ/cm²: T = 0.9992, M = 0.0011

At 50 mJ/cm² more than half the light reaches the back, although about two thirds of the absorber there remains. Transmittance measures the whole path, including the better-bleached upper film, whereas M in the list is local to the back face.

The frozen estimate of the back-face dose at D = 100 mJ/cm² is 100 × 0.3012 = 30.1 mJ/cm². The bleaching result (10) is

E(d) = (1/0.020) ln{1 + [exp(2) − 1] exp(−1.20)} = 53.7 mJ/cm².

The frozen value is 44% too low relative to the bleaching result. The criterion from (19) warns of this: CD(1 − T₀)/2 = 2 × 0.699/2 = 0.70, which is not small. Here the absorption must be allowed to evolve.

For 99% transmittance, (21) gives

D_T = (1/0.020) ln{99[exp(1.20) − 1]} = 272 mJ/cm²,

or 2.72 s of exposure. At 400 mJ/cm², the late law (20) gives a missing fraction of 7.783 × 10⁻⁴, while numerical integration gives 7.777 × 10⁻⁴. The relative difference is about 8 × 10⁻⁴, the size of q, as derived above.

The front is at z_h = ln[exp(1) − 1]/0.80 = 0.677 µm when D = 50 mJ/cm². It leaves the film before 100 mJ/cm², since the back-face M has then fallen below one half. The transition is 4.4/0.80 = 5.5 µm wide, much more than the film, so z_h here marks a point on a gentle slope: at 50 mJ/cm², M runs only from 0.368 at the top to 0.659 at the back. Its late speed can be seen in a 12 µm layer with the same coefficients. Equation (24) has the limit 0.020 × 100/0.80 = 2.50 µm/s, and the numerical front advances by 2.503 µm between 3 s and 4 s. The small excess has the sign required by (24), which approaches its limit from above.

At the bottom of that thick layer, after 200 mJ/cm², (25) predicts I/I₀ = exp(4 − 9.6) = 3.70 × 10⁻³. The numerical value is 3.68 × 10⁻³. Thus the dose that makes the 1.50 µm film 96% transparent leaves the thick layer almost opaque.

In the thin film, the absorbed energy is 100 − 53.7 = 46.3 mJ/cm² after an incident dose of 100 mJ/cm². The limit is Ad/C = 1.20/0.020 = 60.0 mJ/cm². After 400 mJ/cm² the absorbed energy is 59.96 mJ/cm², so little absorbing capacity remains.

The coefficients can be read microscopically by choosing a wavelength of 365 nm and n = 2.00 × 10²⁰ cm⁻³. Since 0.80 µm⁻¹ = 8000 cm⁻¹,

σ = A/n = 8000/(2.00 × 10²⁰) = 4.00 × 10⁻¹⁷ cm².

The photon energy is 5.44 × 10⁻¹⁹ J = 5.44 × 10⁻¹⁶ mJ. Equation (1) then gives

φ = Chν/σ = 0.020 × 5.44 × 10⁻¹⁶/(4.00 × 10⁻¹⁷) = 0.272.

About one absorption in four converts a molecule; the rest heat the film or leave as light that the model does not follow.

**Numerical tests and limits of validity**

The original equations (2) and (3) were integrated in time, with the intensity found by quadrature over depth. Over the film and the sampled doses up to 400 mJ/cm², the largest absolute difference from the closed form was 1.1 × 10⁻⁷ in I/I₀ and 2.9 × 10⁻⁸ in M. The starting slope of the numerical transmittance returned C = 0.0200 cm²/mJ.

A separate test followed individual photons through 16000 absorbers, using σ and φ rather than the differential equations. At D = 100 mJ/cm², the mean M in the upper half was 0.171, against 0.176 from (12); in the lower half it was 0.277, against 0.279. These agree within the test's statistical tolerance and support the identification of A and C in (1). The numerical output gives the full set of values.

The condition B = 0 is essential for complete transparency. With B > 0, (2) becomes ∂I/∂z = −(AM + B)I. Since M ≤ 1, the intensity is never less than I₀ exp[−(A + B)z]. At any finite depth the local dose therefore grows without bound, and (6), which still holds, makes M tend to zero. What remains is

I → I₀ exp(−Bz).  (27)

For B = 0.10 µm⁻¹ and d = 1.50 µm, the limit is exp(−0.15) = 0.861. Numerical integration to 1000 mJ/cm² gives the same value to the digits shown. The linearization also fails: the extra term −BE in ∂E/∂z adds −B(1 + u) ln(1 + u) to the equation for u, which is no longer linear.

Other departures alter different steps. A reflecting substrate adds a backward wave, so (2) no longer determines the light from the absorber above a point. Diffusion moves absorbers between depths, and thermal recovery restores them; either process breaks (6). A strong pulse can leave many molecules excited at once, so that ground-state absorption no longer follows M. In all these cases the coupled equations must be extended before they are solved. With reflection alone, the light at each depth is still the lamp intensity times a factor set by the current absorber profile, so equal incident dose still gives equal exposure of a given film. Diffusion, recovery and strong excitation bring in time scales of their own, and the absorber profile can then also depend on how fast the dose is delivered.

Computed results

```
A = 0.80 1/um
C = 0.020 cm^2/mJ
film thickness = 1.50 um
incident intensity I0 = 100.0 mW/cm^2
initial optical depth A d = 1.200 (no unit)
Back face: dose (mJ/cm^2), C*dose, I/I0 formula, I/I0 numeric, M
      0   0.0  0.30119  0.30119  1.00000
     50   1.0  0.53951  0.53951  0.65896
    100   2.0  0.76104  0.76104  0.34196
    200   4.0  0.95924  0.95924  0.05833
    400   8.0  0.99922  0.99922  0.00111
largest error in I/I0, all depths = 1.1e-07 (no unit)
largest error in M, all depths = 2.9e-08 (no unit)
dose for 99% transmittance = 271.84 mJ/cm^2
time for 99% transmittance = 2.718 s
initial slope dT/dD, numeric = 0.004210 cm^2/mJ
C recovered from initial slope = 0.020000 cm^2/mJ
1 - I/I0 at 400 mJ/cm^2, numeric = 7.777e-04
1 - I/I0 at 400 mJ/cm^2, late law = 7.783e-04
back-face dose at D=100, bleaching = 53.65 mJ/cm^2
back-face dose at D=100, frozen = 30.12 mJ/cm^2
energy absorbed at D=100 = 46.35 mJ/cm^2
energy absorbed at D=400, numeric = 59.96 mJ/cm^2
saturation energy A d/C = 60.00 mJ/cm^2
half-bleached depth at D=50, formula = 0.6767 um
half-bleached depth at D=50, numeric = 0.6767 um
late front speed, formula = 2.500 um/s
front speed from 3 s to 4 s, numeric = 2.503 um/s
I/I0 at 12 um, D=200, numeric = 3.6845e-03
I/I0 at 12 um, D=200, tail law = 3.6979e-03
residual absorption test value B = 0.10 1/um
I/I0 at D=1000 with this B, numeric = 0.86071
late limit exp(-B d) = 0.86071
wavelength = 365 nm
photon energy = 5.4423e-19 J
absorber density = 2.00e+20 1/cm^3
absorption cross-section = 4.000e-17 cm^2
quantum yield = 0.2721 (no unit)
photons simulated = 97997, absorbers = 16000
mean M at D=100, upper half: simulation 0.171, formula 0.176
mean M at D=100, lower half: simulation 0.277, formula 0.279
```
